# Seaton's Coulomb functions: the energy-analytic and energy-normalised pairs, part 3

An electron moves in the field of a fixed point charge $+e$. With $r$ in bohr and $\epsilon$ in rydberg,

$$w''+\left[\epsilon+\frac{2}{r}-\frac{l(l+1)}{r^2}\right]w=0 .$$

Primes denote $d/dr$, $m=2l+1$, $\mathcal W[u,v]=uv'-u'v$, $\epsilon=-1/\kappa^2$ and $z=2r/\kappa$, with $\kappa=\nu>0$ below threshold and $\kappa=i/k$ above.

The solutions $f,g$ are entire in $\epsilon$, with $\mathcal W[f,g]=2/\pi$:

$$f=\sum_j\alpha_jr^{j+l+1},\quad\alpha_0=\frac{2^{l+1}}{m!},\quad j(j+m)\alpha_j+2\alpha_{j-1}+\epsilon\alpha_{j-2}=0,$$

$$g=\frac{A}{\pi}f\ln2r+\sum_{k=0}^\infty d_k\,r^{k-l},\quad d_0=-\frac{(2l)!}{2^l\pi},$$

$$k(k-m)d_k+2d_{k-1}+\epsilon d_{k-2}+\frac A\pi(2k-m)\,\alpha_{k-m}=0.$$

For $l=1$, $\pi d_3=-\tfrac23A(\tfrac{11}{6}-2\gamma)-\epsilon/2$, with $\gamma=-\psi(1)$. At $\epsilon=0$, $f=\sqrt{2r}\,J_m(\sqrt{8r})$ and $g=\sqrt{2r}\,Y_m(\sqrt{8r})$.

Further, $A=\prod_{p\le l}(1+p^2\epsilon)$, $Q=A\sum_{p\le l}p\epsilon/(1+p^2\epsilon)$, $\Phi=\psi(\kappa)+1/(2\kappa)-\ln\kappa$ (real part $\Phi_{\rm R}$), $\pi\mathcal G_\kappa=Q+A\Phi(\kappa)$, $\mathcal G=\mathrm{Re}\,\mathcal G_\kappa$, $\mathrm{Im}\,\mathcal G_{i/k}=A/(e^{2\pi/k}-1)$. The threshold series of $\Phi$ has terms $T_j=\frac{|B_{2j}|}{2j}\epsilon^j$, beginning $\epsilon/12$; $\mathcal G$ is infinitely differentiable there.

With $h=-(g+\mathcal Gf)$, $\mathcal W[h,f]=2/\pi$. Part (f) found $W_{\kappa,\lambda}\simeq e^{-z/2}z^\kappa$, $dW/dz=-\tfrac12e^{-z/2}z^\kappa[1+O(1/z)]$ and

$$\frac{\Gamma(l+1-\kappa)}{\pi\kappa^{l}}\,W_{\kappa,l+1/2}(2r/\kappa)=-\big[g+(\mathcal G_\kappa+A\cot\pi\kappa)f\big].$$

Part (g) found, for $\epsilon=k^2>0$, $B=A/(1-e^{-2\pi/k})$, $\mathcal W[c,s]=1/\pi$ and

$$s=\sqrt{B/2}\;f,\qquad c=\frac{h}{\sqrt{2B}},\qquad c+is\to\frac{e^{i\theta}}{\sqrt{\pi k}},$$

$$\theta=kr+\frac1k\ln2kr-\frac{l\pi}{2}+\arg\Gamma(l+1-i/k).$$

$B-A$ vanishes at threshold with all its derivatives.

The closing table also lists $P_3$, from $P_0=1$, $P_1=-2$, $P_k=-2P_{k-1}-\epsilon(k-1)(\mu+k-1)P_{k-2}$, and means over the circle $|\epsilon|=\rho$ of $g$ and $\mathcal G_\kappa f$, the latter equal to the cut integral $-\pi^{-1}\int_0^\rho Af\,(e^{2\pi/k}-1)^{-1}d\epsilon/\epsilon$. Its $\Phi$-series error is $\Phi_{\rm R}-\sum_{j\le6}T_j$.

### (h) Normalisation in the continuum

Find $\int_0^\infty s_{\epsilon_1}s_{\epsilon_2}\,dr$ as a distribution, for positive energies.

**Solution.** For two energies the radial equation gives $\frac{d}{dr}\mathcal W[s_1,s_2]=s_1s_2''-s_1''s_2=(\epsilon_1-\epsilon_2)s_1s_2$. The Wronskian vanishes at $r=0$ because both functions go as $r^{l+1}$ and the leading terms cancel. At $r=R$ use $s\simeq\sin\theta/\sqrt{\pi k}$ and, from the derivative found in (f) with $dz/dr=-2ik$, $s'\simeq k\cos\theta/\sqrt{\pi k}$. With $\sin\theta_1\cos\theta_2=\tfrac12[\sin(\theta_1+\theta_2)+\sin(\theta_1-\theta_2)]$, its mirror image, and $\epsilon_1-\epsilon_2=(k_1-k_2)(k_1+k_2)$,

$$\int_0^Rs_1s_2\,dr=\frac{1}{2\pi\sqrt{k_1k_2}}\left[\frac{\sin(\theta_1-\theta_2)}{k_1-k_2}-\frac{\sin(\theta_1+\theta_2)}{k_1+k_2}\right]+\frac{\varrho}{\epsilon_1-\epsilon_2}.$$

Integrate against a smooth function of $k_2$ supported away from $k_2=0$. The remainder $\varrho$ is $O(1/R)$, vanishes at $k_1=k_2$ because the Wronskian is antisymmetric, and has a bounded $k_2$-derivative because differentiating the phase brings one factor $R$. The last term is thus bounded by a constant times $\min(1,1/(R|k_1-k_2|))$, whose integral is $O(\ln R/R)$. The second term oscillates with growing frequency and drops out by the Riemann–Lebesgue lemma. In the first, $\theta_1-\theta_2=Rv$ with $v=(k_1-k_2)[1+O(\ln R/R)]$ a smooth monotonic variable, and Dirichlet's integral gives $\sin(Rv)/v\to\pi\delta(v)$. Therefore

$$\int_0^\infty s_{\epsilon_1}s_{\epsilon_2}\,dr=\frac{\delta(k_1-k_2)}{2k_1}=\delta(\epsilon_1-\epsilon_2),$$

normalised per rydberg. Near the diagonal the first term is $\sin(\theta_1-\theta_2)/[\pi(\epsilon_1-\epsilon_2)]$. For $l=1$, $k=0.5$ and $0.501$ bohr$^{-1}$ and $R=2000$ bohr this kernel is $292.08$ Ry$^{-1}$, and direct integration gives $292.22$ Ry$^{-1}$, higher by $0.05\%$ of the kernel.

### (i) Negative energy

Define $s$ and $c$ for $\epsilon<0$ by the same formulas with $B=A$. Find the decaying combination, the spectrum, the norm of $s$ at a level, and the range in which these definitions are real.

**Solution.** For $\kappa=\nu$, $\mathcal G_\kappa$ is real and (f) reads $\Gamma(l+1-\nu)W/(\pi\nu^l)=h-A\cot\pi\nu\,f$, where $W=W_{\nu,l+1/2}(2r/\nu)\simeq e^{-r/\nu}(2r/\nu)^\nu$. Reflection gives $\pi/\Gamma(l+1-\nu)=\Gamma(\nu-l)\sin\pi(\nu-l)=(-1)^l\Gamma(\nu-l)\sin\pi\nu$, so

$$W=(-1)^l\nu^l\,\Gamma(\nu-l)\,\big[h\sin\pi\nu-Af\cos\pi\nu\big].$$

Any solution independent of $W$ has a constant nonzero Wronskian with it, and since $W$ and $W'$ decay exponentially that solution must grow. A bound state needs $W\propto f$, so the coefficient of $h$, which is $\pi\nu^l/\Gamma(l+1-\nu)$, must vanish. This happens at $\nu=n=l+1,l+2,\dots$ only. At $\nu=p\le l$ the zero of $A$ cancels the pole of $\cot\pi\nu$, the term in $h$ survives, and there is no level. The zeros of $A$ remove the states with $n\le l$.

For $\nu>l$ every factor $1-p^2/\nu^2$ is positive and $A>0$. Then $h=\sqrt{2A}\,c$, $Af=\sqrt{2A}\,s$, and $A=\Gamma(\nu+l+1)/[\nu^{m}\Gamma(\nu-l)]$ gives $\nu^l\Gamma(\nu-l)\sqrt{2A}=\sqrt{2\Gamma(\nu+l+1)\Gamma(\nu-l)/\nu}$. Hence

$$D_\nu\equiv s\cos\pi\nu-c\sin\pi\nu=(-1)^{l+1}\sqrt{\frac\nu2}\;\frac{W_{\nu,l+1/2}(2r/\nu)}{\sqrt{\Gamma(\nu+l+1)\Gamma(\nu-l)}} .$$

The choice $B=A$ makes the decaying solution a pure rotation of $(s,c)$ by the angle $\pi\nu$. For $l-1<\nu<l$ one factor of $A$ is negative, so $s$ and $c$ are imaginary; each further integer crossed as $\nu$ decreases flips the sign of $A$ again, so real and imaginary intervals alternate; and at $\nu=p\le l$ the function $s$ vanishes while $c$ is infinite at every $r$ where $h\ne0$ (for $l=2$, $\nu=1$, $h=(6/\pi)\,r^{-2}e^{r}(1-r/2)$ has a node at $r=2$ bohr). There $f$, $g$ and $h$ remain well defined and must be used instead.

For the norm apply Green's identity to $D_n=(-1)^ns_n$ and $D_\nu$ on $(r,\infty)$, where the upper limit contributes nothing: $(\epsilon_\nu-\epsilon_n)\int_r^\infty D_nD_\nu\,dr=\mathcal W[D_n,D_\nu](r)$. As $r\to0$, $\mathcal W[s_n,s_\nu]\to0$. The leading terms of $f$ and $h$ do not depend on energy and the corrections vanish (at worst as $r\ln r$), so $\mathcal W[f_n,h_\nu]\to-2/\pi$ and $\mathcal W[s_n,c_\nu]\to-\pi^{-1}\sqrt{A_n/A_\nu}$. Thus

$$\int_0^\infty D_nD_\nu\,dr=\frac{(-1)^n\sin\pi\nu}{\pi(\epsilon_\nu-\epsilon_n)}\sqrt{\frac{A_n}{A_\nu}} .$$

For $\nu\to n$, $\sin\pi\nu\simeq(-1)^n\pi(\nu-n)$, and with $d\epsilon/d\nu=2/\nu^3$,

$$\int_0^\infty s_n^2\,dr=\left(\frac{d\epsilon}{d\nu}\right)^{-1}_{n}=\frac{n^3}{2}.$$

Quadrature gives $13.5$ Ry$^{-1}$ for $n=3$. The square of $s_n$ is the unit-normalised density multiplied by the number of levels per rydberg, which is the discrete counterpart of (h). Since $\mathcal G$ and $B$ are infinitely differentiable at threshold and $f,g$ are entire, $s$ and $c$ at fixed $r$ pass smoothly through $\epsilon=0$, where $s=f/\sqrt2$ and $c=-g/\sqrt2$, without being analytic there.

### (j) A short-range perturbation

The potential is purely Coulombic for $r\ge r_0$, and the physical solution has $u(r_0)$ and $u'(r_0)$ entire in $\epsilon$. Parametrise $u$ in both bases, and find the level condition and the phase shift.

**Solution.** For $r\ge r_0$ write $u=a_1f+a_2g$. Then $\mathcal W[u,g]=2a_1/\pi$ and $\mathcal W[f,u]=2a_2/\pi$, evaluated at $r_0$, show that $a_1$ and $a_2$ are entire. Hence $u\propto f-Yg$ with $Y=-a_2/a_1$ meromorphic in $\epsilon$; it has no singularity tied to threshold and may be interpolated across it away from its poles. Substituting $g=-h-\mathcal Gf$,

$$f-Yg=(1+\mathcal GY)f+Yh=(1+\mathcal GY)\sqrt{2/B}\;s+Y\sqrt{2B}\;c .$$

Writing this as a multiple of $s\cos\pi\mu_d+c\sin\pi\mu_d$ defines the quantum defect $\mu_d$ modulo 1:

$$\tan\pi\mu_d=\frac{BY}{1+\mathcal GY}.$$

Below threshold, with $\nu>l$, a level needs $u\propto D_\nu$, so the determinant of the coefficient pairs $(\cos\pi\mu_d,\sin\pi\mu_d)$ and $(\cos\pi\nu,-\sin\pi\nu)$ vanishes: $\sin\pi(\nu+\mu_d)=0$, or $\nu+\mu_d(\epsilon)=n$. Above threshold $u\propto\sin(\theta+\pi\mu_d)$, so $\delta=\pi\mu_d$ is the phase shift relative to the Coulomb phase. At $\epsilon=0$, $B=1$ and $\mathcal G=0$, so $\tan\pi\mu_d=Y$ from both sides, which is Seaton's theorem for one channel. The non-analytic content of $\mu_d$ enters through the known functions $\mathcal G$ and $B$ alone. The argument fails if the potential has a non-Coulomb tail, such as a polarisation term, because no finite $r_0$ then exists. What is lost is the proof that $Y$ is meromorphic, not necessarily the matching at threshold: adding an attractive term $1/r^4$ (Ry, bohr) to the hard-core model of (k) gives $\mu_d=-0.1128$ at $\nu\approx14.1$ and $\delta/\pi=-0.1140$ at $k=1/14$ bohr$^{-1}$, as close as the values $-0.1364$ and $-0.1375$ without that term.

### (k) Numbers

For $l=1$ evaluate the functions at $r=2$ bohr for $\epsilon=-0.16$ and $+0.25$ Ry. Then take as a model an impenetrable core of radius $r_0=1$ bohr and find the lowest $p$ levels, the threshold defect and the phase shift at $0.25$ Ry.

**Solution.** For $l=1$, $A=1+\epsilon$ and $Q=\epsilon$.

At $\epsilon=-0.16$ Ry ($-2.1769$ eV), $\nu=2.5$ and $A=B=0.84$. The coefficients start with $\alpha_0=0.666667$, $\alpha_1=-2\alpha_0/4=-0.333333$ and $\alpha_2=-(2\alpha_1+\epsilon\alpha_0)/10=0.077333$. For $g$, $d_0=d_1=-1/\pi=-0.318310$, $d_2=-0.92/\pi=-0.292845$, and $\pi d_3=-0.56\,(\tfrac{11}6-2\gamma)+0.08$ gives $d_3=-0.095552$. The recurrence at $k=4$ reads $4d_4=-2d_3-\epsilon d_2-5A\alpha_1/\pi=0.191104-0.046855+0.445634$, so $d_4=0.147471$. The summed series give $f=0.936416825$, $f'=0.418141337$, $g=-0.444746747$, $g'=0.481252324$, and $fg'-f'g=0.450653+0.185967=0.636620=2/\pi$. With $\Phi=-0.013134091$,

$$\pi\mathcal G=-0.16+0.84\,(-0.013134091)=-0.171032636,\qquad\mathcal G=-0.054441379,$$

$$h=0.444746747+0.054441379\times0.936416825=0.495726570 .$$

Then $s=\sqrt{0.42}\,f=0.606867$ and $c=h/\sqrt{1.68}=0.382461$, in (Ry bohr)$^{-1/2}$.

At $\epsilon=0.25$ Ry ($3.4014$ eV), $k=0.5$ bohr$^{-1}$, $A=1.25$ and $B=1.25/(1-e^{-4\pi})=1.250004359$, so that $B-A=\mathrm{Im}\,\mathcal G_{i/k}=4.359\times10^{-6}$. Here $f=0.749364919$, $g=-0.228107682$ and $\Phi_{\rm R}=0.021444335$, so $\pi\mathcal G=0.25+1.25\times0.021444335=0.276805419$ and $\mathcal G=0.088109901$. This gives $h=0.228107682-0.066026469=0.162081213$, $s=\sqrt{B/2}\,f=0.592426$ and $c=h/\sqrt{2B}=0.102509$. At both energies $\mathcal W[c,s]=0.318310=1/\pi$. The polynomial $Q$ supplies more than nine tenths of $\pi\mathcal G$ at both energies, in line with the small-$\epsilon$ forms $Q=\epsilon$ and $A\Phi\simeq\epsilon/12$.

For the hard core, $u(r_0)=0$ and $u'(r_0)=1$ are independent of energy, and $Y=f(r_0)/g(r_0)$. Because $Y$, $A$ and $\mathcal G$ depend on $\nu$, the condition $\nu+\mu_d=n$ is solved self-consistently, on the branch $|\mu_d|<\tfrac12$. For $n=2$ the solution has $A=0.775451$, $\mathcal G=-0.076000$, $Y=-0.482740$, so $AY=-0.374341$, $1+\mathcal GY=1.036688$, $\tan\pi\mu_d=-0.361093$, $\mu_d=-0.110302$ and $\nu=2.110302$. The defect is negative: the core pushes the level up from $-0.25$ Ry to $-0.224549$ Ry ($-3.055$ eV).

| $n$ | $\nu$ | $\epsilon$ (Ry) | $Y$ | $\mu_d$ | $\nu$ without $\mathcal G$ |
|---|---|---|---|---|---|
| 2 | 2.110302 | $-0.224549$ | $-0.482740$ | $-0.110302$ | 2.114105 |
| 3 | 3.125060 | $-0.102396$ | $-0.469299$ | $-0.125060$ | 3.126918 |
| 4 | 4.130196 | $-0.058622$ | $-0.464766$ | $-0.130196$ | 4.131283 |

Inward integration of the radial equation to the core, which uses none of these functions, reproduces each $\nu$ within the asserted $10^{-8}$. The digits describe the model and not any atom.

Dropping $\mathcal G$ raises $\nu$ by $0.00380$, $0.00186$ and $0.00109$, which is $3.4\%$, $1.5\%$ and $0.8\%$ of $|\mu_d|$. To first order in $\mathcal G$ at fixed energy the omission multiplies $\tan\pi\mu_d$ by $1+\mathcal GY$, so $\pi\,\Delta\mu_d=\sin\pi\mu_d\cos\pi\mu_d\,\mathcal GY$. For $n=3$, with $\mathcal G=-0.035008$, this is $-0.3537\times0.016429$ and $\Delta\mu_d=-0.00185$, close to the observed shift. The error shrinks towards threshold because $\mathcal G\simeq13\epsilon/(12\pi)$ at leading order.

At threshold $Y=J_3(\sqrt8)/Y_3(\sqrt8)=-0.458916$ and $\mu_d=-0.136951$. At $\epsilon=0.25$ Ry, $Y=-0.436531$, $BY=-0.545666$, $1+\mathcal GY=0.961537$, $\tan\delta=-0.567493$, and $\delta=-0.516174$ rad, or $\delta/\pi=-0.164303$. Between the $n=2$ level and $0.25$ Ry, $Y$ changes by $10\%$ of its threshold value and $\mu_d$ by $39\%$ of its own, while $B$ runs from $0.775$ to $1.250$. In this model most of the energy dependence of the defect is carried by the polynomial $A$, and the quantity left to interpolate, $Y$, is the slowly varying one. This depends on the core radius: over the same energy range $Y$ runs from $-2.04$ to $-3.29$ for $r_0=2$ bohr, and for $r_0=3$ bohr it passes through a pole below threshold, near which $1/Y$ must be interpolated instead. The numerical check asserts the agreement with the Whittaker, Bessel and Coulomb functions, with the direct integrations and with the quadratures quoted above.

## Table of computed values

```
A(eps,1) = eps + 1
l=1: P_3 = 6*eps*mu + 10*eps - 8 ; dP_3/dmu = 6*eps
A(eps,2) = 4*eps**2 + 5*eps + 1
A(eps,3) = 36*eps**3 + 49*eps**2 + 14*eps + 1
l=1, r=2 bohr, |eps|=1.3 Ry: mean g = -0.364044231907, g(eps=0) = -0.364044231907
  mean of G f = -3.738089e-04, cut integral = -3.738089e-04 (G f at eps=0 is 0)
Phi series, eps=0.25 Ry: smallest term j=7, size 5.086e-06, error -6.597e-07, term j=30 3.094e+14
n=3: integral of s^2 dr = 13.5000000000 1/Ry
R=2000 bohr, k=0.5/bohr: pi k (s^2+c^2) = 0.998007, phase error = 2.998e-03 rad
  overlap k=0.5,0.501: 292.22 1/Ry; sin(dtheta)/(pi deps) = 292.08 1/Ry
l=1, r=2 bohr, eps=-0.16 Ry (-2.1769 eV), |kappa|=2.5000
  A=0.840000 Q=-0.160000 Phi=-0.013134091 G=-0.054441379 B=0.840000000
  alpha0..2 = 0.666667 -0.333333 0.077333
  d0..4 = -0.318310 -0.318310 -0.292845 -0.095552 0.147471
  f=0.936416825 g=-0.444746747 h=0.495726570 (bohr, Ry units)
  f'=0.418141337 g'=0.481252324 W(f,g)=0.636619772
  s=0.606867463 c=0.382461352 W(c,s)=0.318309886
l=1, r=2 bohr, eps=0.25 Ry (3.4014 eV), |kappa|=2.0000
  A=1.250000 Q=0.250000 Phi=0.021444335 G=0.088109901 B=1.250004359
  alpha0..2 = 0.666667 -0.333333 0.050000
  d0..4 = -0.318310 -0.318310 -0.358099 -0.219873 0.298104
  f=0.749364919 g=-0.228107682 h=0.162081213 (bohr, Ry units)
  f'=0.131294195 g'=0.809579609 W(f,g)=0.636619772
  s=0.592426018 c=0.102508981 W(c,s)=0.318309886
eps=0.25 Ry: Im G_kappa = 4.359193e-06, B-A = 4.359193e-06
hard core r0=1 bohr, l=1
  n=2: nu=2.11030164 shooting=2.11030164 without G=2.11410494
       eps=-0.22454890 Ry (-3.05514 eV) A=0.775451 G=-0.076000 Y=-0.482740 mu=-0.110302
  n=3: nu=3.12506037 shooting=3.12506037 without G=3.12691786
       eps=-0.10239604 Ry (-1.39317 eV) A=0.897604 G=-0.035008 Y=-0.469299 mu=-0.125060
  n=4: nu=4.13019564 shooting=4.13019564 without G=4.13128298
       eps=-0.05862175 Ry (-0.79759 eV) A=0.941378 G=-0.020115 Y=-0.464766 mu=-0.130196
  threshold: Y=-0.458916 mu=-0.136951
  eps=0.25 Ry: Y=-0.436531 delta/pi=-0.164303 delta=-0.516174 rad
```
